# Effective-mass tensor at a band extremum from the KKR matrix

## The decision and the working formula

Once a KKR calculation has located a band edge, its effective mass can be found in three ways. One can repeat the root search at displaced wave vectors and difference the energies, compute other bands and sum over them, or differentiate the KKR matrix at the edge itself. The third way needs the matrix and its \(\mathbf k\) and energy derivatives at one point \((E,\mathbf k)\), but its second \(\mathbf k\) derivative alone is insufficient. In the example below, omitting the coupling to the other eigenvectors of the matrix changes an inverse-mass component by about 30% of its value.

Hartree atomic units are used. Let \(M(E,\mathbf k)\) be the Hermitian KKR matrix, with bands \(\varepsilon(\mathbf k)\) where an eigenvalue vanishes. Subscripts \(i,j\) on \(M\) denote \(\mathbf k\) derivatives at fixed \(E\), and a dot denotes \(\partial/\partial E\) at fixed \(\mathbf k\). At a nondegenerate stationary point \(\mathbf k_0\), with \(E_0=\varepsilon(\mathbf k_0)\) and \(Ma=0\),

\[
\left(\frac1m\right)_{ij}=
\frac{-a^\dagger M_{ij}a+2\,\mathrm{Re}\sum_m
(a^\dagger M_i v_m)(v_m^\dagger M_j a)/\mu_m}{a^\dagger\dot M a}. \tag{1}
\]

Here \(Mv_m=\mu_mv_m\) with orthonormal \(v_m\), and the sum covers the other eigenvectors of \(M(E_0,\mathbf k_0)\). They are not empty Bloch states, and \(\mu_m\) is not a band-energy difference.

## Constructing the matrix

Take one sphere of radius \(S\) per cell, a spherical potential inside it and zero potential outside. For \(E<0\) put \(q=\sqrt{-2E}\). With \(x=qr\), the regular and decaying radial functions are

\[
i_l=x^l\Big(\frac1x\frac{d}{dx}\Big)^l\frac{\sinh x}{x},\qquad
h_l=(-1)^lx^l\Big(\frac1x\frac{d}{dx}\Big)^l\frac{e^{-x}}{x}.
\]

Use real harmonics \(Y_L\), \(L=(l,m)\), and the harmonic polynomials \(\mathcal Y_L(\mathbf r)=r^lY_L(\hat{\mathbf r})\). Write \(i_L(\mathbf r)=i_l(qr)Y_L(\hat{\mathbf r})\), and \(h_L\) likewise. When \(\mathcal Y_L(\nabla)\) acts on a radial function, each gradient produces a factor \(\mathbf r\,(1/r)d/dr\). Terms in which a gradient hits an earlier factor \(\mathbf r\) contain a trace of the harmonic polynomial and vanish. Hence

\[
\mathcal Y_L(\nabla/q)\,i_0(qr)=i_L(\mathbf r),\qquad
\mathcal Y_L(\nabla/q)\,h_0(qr)=(-1)^lh_L(\mathbf r).
\]

Let \(C_{LL'L''}=\int Y_LY_{L'}Y_{L''}\,d\Omega\). On solutions of \((\nabla^2-q^2)f=0\) the operator \((\nabla/q)^2\) equals one, so

\[
\mathcal Y_L(\nabla/q)\mathcal Y_{L'}(\nabla/q)
=\sum_{L''}C_{LL'L''}\mathcal Y_{L''}(\nabla/q). \tag{2}
\]

A wave regular near the origin has the form \(f=\sum_{L'}c_{L'}i_{L'}\). Apply \(\mathcal Y_L(\nabla/q)\) and set \(\mathbf r=0\). By (2) only \(l''=0\) survives, with weight \(C_{LL'0}Y_0=\delta_{LL'}/4\pi\). Thus \(c_L=4\pi[\mathcal Y_L(\nabla/q)f]_{\mathbf r=0}\).

Now choose \(f=h_L(\mathbf r-\mathbf R)=(-1)^l\mathcal Y_L(\nabla/q)h_0(q|\mathbf r-\mathbf R|)\). Equation (2) gives

\[
c_{L'}=4\pi(-1)^l\sum_{L''}C_{LL'L''}(-1)^{l''}h_{L''}(-\mathbf R).
\]

Since \(h_{L''}(-\mathbf R)=(-1)^{l''}h_{L''}(\mathbf R)\), the two signs cancel:

\[
h_L(\mathbf r-\mathbf R)=\sum_{L'}i_{L'}(\mathbf r)\,
4\pi(-1)^l\sum_{L''}C_{LL'L''}h_{L''}(\mathbf R),\quad r<R. \tag{3}
\]

The interstitial Bloch wave is \(\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\sum_La_Lh_L(\mathbf r-\mathbf R)\). About the home sphere its radial components are \(a_Lh_l+(Ba)_Li_l\), where

\[
B_{L'L}=4\pi(-1)^l\sum_{L''}C_{LL'L''}D_{L''},\qquad
D_L=\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}h_L(\mathbf R). \tag{4}
\]

Let \(\phi_l\) be the regular radial solution inside the sphere, and \(W\{f,g\}=fg'-f'g\) at \(r=S\). Matching value and slope requires \(W\{\phi_l,h_l\}a_L+W\{\phi_l,i_l\}(Ba)_L=0\). Division by the second Wronskian gives

\[
Ma=0,\qquad M=B(E,\mathbf k)+P(E),\qquad
P_l=\frac{W\{\phi_l,h_l\}}{W\{\phi_l,i_l\}}. \tag{5}
\]

Replacing \(\mathbf R\) by \(-\mathbf R\) shows that \(D_L^*=(-1)^lD_L\). Because \(C_{LL'L''}\) vanishes unless \(l+l'+l''\) is even, \(B_{LL'}^*=B_{L'L}\). As \(P\) is real and diagonal, \(M\) is Hermitian.

The potential function \(P\) does not depend on \(\mathbf k\). The derivatives \(M_i\) and \(M_{ij}\) therefore follow from (4) on inserting \(iR_i\) and \(-R_iR_j\) in the lattice sum. For \(E<0\) these sums converge exponentially. For \(E>0\) the direct sums do not converge absolutely; a convergent representation, such as Ewald's, must be differentiated instead. The algebra leading to (1) is unchanged if the resulting matrix is Hermitian and smooth and \(a^\dagger\dot Ma\ne0\).

Truncation at \(l_{\max}\) lets the potential act on the retained partial waves and leaves the higher ones free.

## Why the denominator is nonzero

Hold \(a\) fixed while varying \(E\) near \(E_0\). Outside the sphere let \(v_L=a_Lh_l+(Ba)_Li_l\). Inside, for \(l\le l_{\max}\), let \(u_L\) be the regular solution that agrees at \(S\) in value and slope with \(a_L(h_l-P_li_l)\); the definition of \(P_l\) guarantees that it exists. For higher \(l\), put \(u_L=v_L\). At the sphere, for \(l\le l_{\max}\),

\[
v_L-u_L=(Ma)_L\,i_l .
\]

At \(E_0\) this vanishes, and its energy derivative is \((\dot Ma)_Li_l\), because the term with \(\partial i_l/\partial E\) multiplies \(Ma=0\).

Differentiating \((H-E)u=0\) gives \((H-E)\dot u=u\). Green's identity with \(H=-\nabla^2/2+V\) then yields

\[
\int_{\rm sphere}|u|^2=-\frac{S^2}{2}\sum_LW\{u_L^*,\dot u_L\},\qquad
\int_{\rm interstitial}|v|^2=+\frac{S^2}{2}\sum_LW\{v_L^*,\dot v_L\}.
\]

The second sign is reversed because the outward normal of the interstitial region points into the sphere. Contributions from opposite cell faces cancel by the Bloch condition. Adding the integrals and using \(u_L=v_L\) at \(E_0\),

\[
\int_{\rm cell}|\psi|^2
=\frac{S^2}{2}\sum_LW\{u_L^*,i_l\}(\dot Ma)_L .
\]

Here \(W\{u_L^*,i_l\}=a_L^*W\{h_l,i_l\}\), since the \(i_l\) part of \(u_L\) has no Wronskian with itself. The product \(r^2W\{h_l,i_l\}\) is constant, and the small-\(r\) forms \(h_l\simeq(2l-1)!!\,x^{-l-1}\) and \(i_l\simeq x^l/(2l+1)!!\) fix it as \(1/q\). Therefore

\[
a^\dagger\dot Ma=2q\int_{\rm cell}|\psi|^2>0. \tag{6}
\]

This also provides the normalization of the wave function. The derivative \(\dot M\) must include both \(\dot B\) and \(\dot P\).

## The second derivative of the band

Equation (6) and the nondegeneracy of the zero eigenvalue allow smooth choices of \(\varepsilon(\mathbf k)\) and \(a(\mathbf k)\). Differentiate \(M(\varepsilon(\mathbf k),\mathbf k)a(\mathbf k)=0\):

\[
\mathcal D_ia+Ma_i=0,\qquad \mathcal D_i=M_i+\varepsilon_i\dot M. \tag{7}
\]

Projection on \(a^\dagger\), with \(a^\dagger M=0\), gives \(\varepsilon_i=-a^\dagger M_ia/(a^\dagger\dot Ma)\). It also shows that \(a^\dagger\mathcal D_ia=0\). Expanding (7) in the other eigenvectors,

\[
a_i=c_ia-\sum_m v_m\frac{v_m^\dagger\mathcal D_ia}{\mu_m}. \tag{8}
\]

The coefficient \(c_i\) reflects the free norm and phase of \(a\). A second differentiation gives

\[
\big(M_{ij}+\varepsilon_i\dot M_j+\varepsilon_j\dot M_i
+\varepsilon_i\varepsilon_j\ddot M+\varepsilon_{ij}\dot M\big)a
+\mathcal D_ia_j+\mathcal D_ja_i+Ma_{ij}=0. \tag{9}
\]

Project on \(a^\dagger\). The last term vanishes, and so do the terms in \(c_i\) and \(c_j\), because \(a^\dagger\mathcal D_ia=0\). Inserting (8), the two remaining cross terms are complex conjugates, so

\[
\varepsilon_{ij}\,a^\dagger\dot Ma=
-a^\dagger\big(M_{ij}+\varepsilon_i\dot M_j+\varepsilon_j\dot M_i
+\varepsilon_i\varepsilon_j\ddot M\big)a
+2\,\mathrm{Re}\sum_m\frac{(a^\dagger\mathcal D_iv_m)(v_m^\dagger\mathcal D_ja)}{\mu_m}. \tag{10}
\]

At a stationary point \(\varepsilon_i=0\) and \(\mathcal D_i=M_i\), which gives (1). Away from one, (10) shows which terms (1) omits. The numerical tests cover the stationary case.

The formula fails when another \(\mu_m\) vanishes, as at a degenerate band edge. There the degenerate eigenvectors must be treated together. It also requires \(E_0\) to lie away from free-electron singularities of \(B\) and poles of \(P\).

An implementation need not form the eigenvectors \(v_m\). For normalized \(a\), solve

\[
\begin{pmatrix}M&a\\a^\dagger&0\end{pmatrix}
\begin{pmatrix}x_i\\\lambda_i\end{pmatrix}
=\begin{pmatrix}-M_ia\\0\end{pmatrix}.
\]

Projecting the first row on \(a^\dagger\) gives \(\lambda_i=-a^\dagger M_ia=0\) at the stationary point. Thus \(x_i\) is the second term of (8), including its minus sign, and the coupling numerator in (1) is \(-2\,\mathrm{Re}(a^\dagger M_ix_j)\).

## Relation to the sum over bands

The algebra applies equally to \(M=H_{\mathbf k}-E\), where \(H_{\mathbf k}=(\mathbf p+\mathbf k)^2/2+V\) acts on periodic functions. Then \(\dot M=-1\), \(M_{ij}=\delta_{ij}\) and \(\mu_n=E_n-E_0\). Writing \(\pi_i=(\mathbf p+\mathbf k_0)_i\), formula (1) becomes

\[
\left(\frac1m\right)_{ij}=\delta_{ij}
+2\,\mathrm{Re}\sum_{n\ne0}\frac{\langle0|\pi_i|n\rangle\langle n|\pi_j|0\rangle}{E_0-E_n}.
\]

This is the \(\mathbf k\cdot\mathbf p\) result. Its sum covers bands because its matrix acts on the full space of periodic functions. The KKR matrix acts on partial-wave amplitudes at one energy, with the radial equation already solved there.

A one-channel limit shows the meaning of the direct term. With \(l_{\max}=0\), \(4\pi C_{000}Y_0=1\), there is no coupling, and

\[
\left(\frac1m\right)_{ij}=\frac1{\dot M}
\sum_{\mathbf R\ne0}R_iR_j\,e^{i\mathbf k_0\cdot\mathbf R}\frac{e^{-qR}}{qR}.
\]

At \(\Gamma\) every term is positive semidefinite and the point is a minimum. If the spheres are moved far apart at fixed \(q\), the sum decays exponentially and the band becomes flat. At half the sum of the three primitive reciprocal vectors the phases of the three primitive translations are \(-1\); when these terms dominate, the curvature is negative.

## Symmetry and choice of representation

Let \(\Pi_{LL'}=(-1)^l\delta_{LL'}\). The parity rule for \(C\) and \(D_L(-\mathbf k)=(-1)^lD_L(\mathbf k)\) imply \(\Pi M(\mathbf k)\Pi=M(-\mathbf k)\). At \(\Gamma\) or half a reciprocal vector, \(M(-\mathbf k_0)=M(\mathbf k_0)\), since \(e^{2i\mathbf k_0\cdot\mathbf R}=1\). Hence \(M\) does not mix even and odd \(l\), while \(\Pi M_i\Pi=-M_i\). A nondegenerate \(a\) has definite parity, its velocity vanishes, and it couples to eigenvectors of opposite parity.

This matters for convergence. If \(a\) is even, adding \(l=3\) cannot change \(E_0\), but it can change the mass.

A \(\mathbf k\)-independent, invertible rescaling \(M'=T^\dagger(E)MT(E)\), with \(a'=T^{-1}a\), preserves \(a^\dagger M_{ij}a\). It also preserves \(a^\dagger\dot Ma\), because terms containing \(\dot T\) multiply \(Ma=0\). The total mass is unchanged, so both parts of (1) are unchanged.

A \(\mathbf k\)-dependent transformation acts differently. For Hermitian \(A\) and \(\kappa=k_x-k_{0x}\), set \(M'=e^{-i\kappa A}Me^{i\kappa A}\). Expansion to second order gives, at \(\kappa=0\),

\[
M'_x=M_x+i[M,A],\qquad
M'_{xx}=M_{xx}+2i[M_x,A]-[[M,A],A].
\]

The zeros, and hence the mass, are unchanged, but the direct and coupling parts are not. The split has no physical meaning independent of the representation.

## Worked example: a minimum and a maximum

The model has wells of depth 1 hartree and radius 2.5 bohr on an oblique lattice, with \(l_{\max}=4\) and a \(25\times25\) matrix. The lattice vectors and full results are in the numerical output. The lowest band is examined at \(\Gamma\) and at \((\mathbf b_1+\mathbf b_2+\mathbf b_3)/2\), where \(\mathbf b_i\) are the primitive reciprocal vectors. The second point is a corner of the reciprocal parallelepiped centred at \(\Gamma\), though not of the Brillouin zone; it is called the corner below.

At \(\Gamma\), \(E_0=-0.5929\) hartree, or \(-16.13\) eV. In units of the inverse electron mass,

\[
(1/m)_{xx}=0.8899-0.2159=0.6740 .
\]

The direct part alone is too large by \(0.2159/0.6740=32\%\) of the total. Reflection in \(z\) removes the \(xz\) and \(yz\) components. The remaining \(xy\) block has eigenvalues

\[
\frac{0.6740+0.4656}{2}\pm
\sqrt{\left(\frac{0.6740-0.4656}{2}\right)^2+0.0192^2}
=0.676,\;0.464 .
\]

With \((1/m)_{zz}=0.3396\), the principal masses are 1.48, 2.16 and 2.94 electron masses.

At the corner,

\[
(1/m)_{xx}=-0.8333-0.3714=-1.2047 ,
\]

and the principal masses are \(-0.79\), \(-2.15\) and \(-2.66\), as required at a local maximum. These digits belong to \(l_{\max}=4\). At \(l_{\max}=8\) the corner value of \((1/m)_{xx}\) is \(-1.2067\), and each principal mass at either point moves by less than 0.002 electron masses. The coupling part is negative at both points. The root is where the largest KKR eigenvalue crosses zero, so every other \(\mu_m\) is negative. For a real direction \(n_i\), the contracted coupling numerator is \(2\sum_m|v_m^\dagger n_iM_ia|^2/\mu_m\le0\), with summation over \(i\).

Finite differences of the KKR roots agree with (1) to about \(2\times10^{-6}\) or better in every component. This tests the differentiation at fixed \(l_{\max}\), but not the convergence in \(l_{\max}\). At \(\Gamma\), \((1/m)_{xx}\) runs through 0.650, 0.683, 0.670 and 0.674 for \(l_{\max}=1\) to 4. From 2 to 3 the printed energy is unchanged while the mass moves, as parity predicts for an even state. A value of 0.67 is therefore a reasonable reading for the model.

Plane-wave diagonalization of the same potential gives \((1/m)_{xx}=0.6730\) from the sum over all bands in its basis, a difference of 0.15% from the KKR value. Most of this difference comes from the truncation at \(l_{\max}=4\), not from the plane-wave basis: raising the cutoff from 7.5 to 18 bohr\(^{-1}\) moves the plane-wave value only to 0.6732. For this even state the coupling runs through the odd channels, which stop at \(l=3\) when \(l_{\max}=4\). Adding \(l=5\) lowers the KKR value to 0.6731, and \(l_{\max}=8\) gives 0.6732. Ten other bands already give 0.680. The advantage of (1) here is that it needs no other bands; the example does not show that the band sum converges slowly.

The plane-wave energy at \(\Gamma\) lies \(1.6\times10^{-4}\) hartree above the KKR energy. Restricting an attractive well to \(l\le4\) can only raise the lowest energy, so the converged model energy lies at or below the KKR value. Apart from the small numerical error of the KKR root, the plane-wave basis error is thus at least this difference. The sphere probabilities, 0.8148 from (6) and 0.8145 from plane waves, test the normalization separately.

Finally, a \(\mathbf k\)-dependent mixing of the \(s\) and \(p_x\) channels, with \(A_{sp_x}=A_{p_xs}=0.5\) bohr, all other elements of \(A\) zero and the \(p_x\) harmonic taken proportional to \(-x/r\), changes the two parts at \(\Gamma\) to \(1.9490\) and \(-1.2750\). Their sum remains 0.6740. An implementation should compare total tensors, and compare separate parts only when the matrix representations agree.

## Numbers as computed

```
well depth 1.0 hartree, sphere radius 2.5 bohr
lattice vector a1 = (5.5, 0.0, 0.0) bohr
lattice vector a2 = (1.0, 6.0, 0.0) bohr
lattice vector a3 = (0.0, 0.0, 6.5) bohr
cell volume 214.5 bohr^3; lmax 4; KKR matrix size 25
re-expansion test, largest relative error 1.9e-13
Gamma: k0 = (0.0000, 0.0000, 0.0000) 1/bohr
  KKR energy -0.592854 hartree = -16.1324 eV
  plane-wave energy -0.592491 (cutoff 5.5/bohr), -0.592691 (7.5/bohr) hartree
  sphere probability: KKR 0.81478, plane waves 0.81454
  coupled KKR eigenvectors: 10 of 24
  inverse masses in units of 1/(electron mass):
  direct part: xx 0.88989, yy 0.53254, zz 0.36795, xy 0.02998
  coupling part: xx -0.21586, yy -0.06698, zz -0.02831, xy -0.01078
  KKR total: xx 0.67403, yy 0.46556, zz 0.33964, xy 0.01920
  k.p sum, all bands: xx 0.67303, yy 0.46523, zz 0.33946, xy 0.01906
  largest deviation from finite differences 3.6e-08
  principal masses (electron masses): 2.9443, 2.1561, 1.4798
  k.p xx with 10 other bands: 0.67984
  k.p xx with 50 other bands: 0.67407
  k.p xx with 200 other bands: 0.67315
  k.p xx with 1522 other bands: 0.67303
  lmax 1: energy -0.592199 hartree, inverse mass xx 0.64998
  lmax 2: energy -0.592713 hartree, inverse mass xx 0.68303
  lmax 3: energy -0.592713 hartree, inverse mass xx 0.66977
  after basis change (s-p_x mixing 0.5 bohr), xx: direct 1.94904, coupling -1.27502, sum 0.67403
corner: k0 = (0.5712, 0.4284, 0.4833) 1/bohr
  KKR energy -0.490996 hartree = -13.3607 eV
  plane-wave energy -0.490745 (cutoff 5.5/bohr), -0.490883 (7.5/bohr) hartree
  sphere probability: KKR 0.93355, plane waves 0.93337
  coupled KKR eigenvectors: 10 of 24
  inverse masses in units of 1/(electron mass):
  direct part: xx -0.83326, yy -0.44950, zz -0.34176, xy -0.15315
  coupling part: xx -0.37142, yy -0.08313, zz -0.03412, xy -0.06896
  KKR total: xx -1.20468, yy -0.53263, zz -0.37587, xy -0.22211
  k.p sum, all bands: xx -1.20575, yy -0.53264, zz -0.37579, xy -0.22221
  largest deviation from finite differences 2.1e-06
  principal masses (electron masses): -0.7865, -2.1466, -2.6605
  k.p xx with 10 other bands: -1.19978
  k.p xx with 50 other bands: -1.20539
  k.p xx with 200 other bands: -1.20570
  k.p xx with 1523 other bands: -1.20575
  lmax 1: energy -0.490065 hartree, inverse mass xx -1.26355
  lmax 2: energy -0.490801 hartree, inverse mass xx -1.17533
  lmax 3: energy -0.490801 hartree, inverse mass xx -1.21735
```
